# Partial-wave limits of helium from even-tempered full CI

**Question.** Consider the nonrelativistic helium atom with a fixed point nucleus, in hartree atomic units. Its ground state is a singlet S state. Let $E_L$ be the full-CI ground-state energy when all orbitals with $l\le L$ are admitted and the radial space is complete. The s, p and d limits are $E_0$, $E_1$ and $E_2$; they are cumulative, so the d limit includes s and p orbitals. Radial functions are Gaussians $R=N r^l e^{-\alpha r^2}$ with even-tempered exponents $\alpha_i=\alpha_{\min}\beta^i$, covering in bohr$^{-2}$ the ranges 0.04 to 400000 (s), 0.05 to 5000 (p) and 0.07 to 2000 (d).

## (a) Reduce the full-CI wavefunction to its radial unknowns.

**Answer.** Two orbital angular momenta $l$ and $l'$ can couple to total angular momentum zero only if $l=l'$. The coupled angular function is unchanged by a common rotation of both electrons, so it depends on the angle $\theta_{12}$ between them alone, and for given $l$ it is proportional to $P_l(\cos\theta_{12})$. Its norm follows by fixing the direction of electron 1:

$$\int\! d\Omega_1 d\Omega_2\,P_l^2=4\pi\cdot2\pi\int_{-1}^{1}P_l(x)^2dx=\frac{16\pi^2}{2l+1}.$$

With orthonormal radial functions, the wavefunction is therefore

$$\Psi=\sum_{l\le L}\sum_{ab}c^{\,l}_{ab}\,R_a(r_1)R_b(r_2)\,\frac{\sqrt{2l+1}}{4\pi}P_l(\cos\theta_{12}).$$

The singlet spin function is antisymmetric, so the spatial part must be symmetric. Since $P_l(\cos\theta_{12})$ is symmetric already, $c^{\,l}_{ab}=c^{\,l}_{ba}$. With $n_l$ radial functions there are $n_l(n_l+1)/2$ unknowns for each $l$. For 29 s, 21 p and 19 d functions this makes $435+231+190=856$ unknowns. No configuration of this symmetry has been dropped, so the result is still full CI.

## (b) Derive the matrix elements.

**Answer.** Let $p=\alpha+\alpha'$. The basic integral is

$$\int_0^\infty r^{2l+2}e^{-pr^2}dr=\frac{\Gamma(l+\tfrac32)}{2p^{\,l+3/2}},\qquad N^2=\frac{2(2\alpha)^{l+3/2}}{\Gamma(l+\frac32)}.$$

Multiplying the integral by $NN'$ gives the overlap $S=(2\sqrt{\alpha\alpha'}/p)^{l+3/2}$.

For the kinetic energy, use $R'=(l/r-2\alpha' r)R$ for the function with exponent $\alpha'$. In $R''+2R'/r-l(l+1)R/r^2$ the terms in $1/r^2$ have the coefficient $l^2-l+2l-l(l+1)=0$. What remains is $[4\alpha'^2r^2-2\alpha'(2l+3)]R$, and multiplication by $-\frac12$ gives

$$\hat tR=[\alpha'(2l+3)-2\alpha'^2r^2]R.$$

The integral of $r^2$ between the two functions is $S(l+\frac32)/p$, by the ratio of successive gamma functions. Hence

$$T=S(2l+3)\alpha'\left(1-\frac{\alpha'}{p}\right)=S(2l+3)\frac{\alpha\alpha'}{p}.$$

The nuclear attraction needs $\int r^{2l+1}e^{-pr^2}dr=l!/(2p^{l+1})$. Dividing by the basic integral gives $\langle1/r\rangle=S\sqrt p\,l!/\Gamma(l+\frac32)$. The one-electron element is $h=T-2\langle 1/r\rangle$.

For the repulsion, insert $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\theta_{12})$. The angular prefactor is $\sqrt{(2l+1)(2l'+1)}/16\pi^2$ and the trivial angles give $8\pi^2$, so the element between a pair $ab$ of angular momentum $l$ and a pair $cd$ of angular momentum $l'$ is

$$\sum_k\sqrt{(2l+1)(2l'+1)}\left[\tfrac12\int_{-1}^{1}P_lP_kP_{l'}\,dx\right]R^k(ac,bd).$$

The bracket vanishes unless $|l-l'|\le k\le l+l'$ and $l+l'+k$ is even.

In $R^k$ electron 1 carries the exponent $p=\alpha_a+\alpha_c$ and electron 2 carries $q=\alpha_b+\alpha_d$. Let $\Lambda=l+l'$ and $m=(\Lambda-k)/2$, an integer. In the region $r_1>r_2$ do the $r_1$ integral first. Its power is odd, $\Lambda+1-k=2m+1$, so the substitution $t=pr_1^2$ and repeated integration by parts give

$$\int_{r_2}^\infty r_1^{2m+1}e^{-pr_1^2}dr_1=\frac{m!}{2p^{m+1}}e^{-pr_2^2}\sum_{j=0}^m\frac{(pr_2^2)^j}{j!}.$$

The remaining integral over $r_2$, with weight $r_2^{\Lambda+k+2}e^{-qr_2^2}$, is again a gamma function. With $g_j=j+(\Lambda+k+3)/2$,

$$J(p,q)=\frac{m!}{4}\sum_{j=0}^{m}\frac{p^{\,j-m-1}}{j!}\frac{\Gamma(g_j)}{(p+q)^{g_j}},\qquad R^k=N_aN_bN_cN_d\,[J(p,q)+J(q,p)],$$

where the second term is the region $r_2>r_1$. All terms are positive, so the sum suffers no cancellation.

A single s Gaussian checks the factors. Here $p=q=2\alpha$ and $J(p,q)+J(q,p)=\sqrt\pi/(8pq\sqrt{p+q})=\sqrt\pi/(64\alpha^{5/2})$, while $N^4=128\alpha^3/\pi$. The repulsion is $2\sqrt{\alpha/\pi}$. This is right: each electron has density proportional to $e^{-2\alpha r^2}$, so $r_{12}$ has density proportional to $e^{-\alpha r_{12}^2}$, whose mean inverse distance is $2\sqrt{\alpha/\pi}$.

After the radial functions have been orthonormalized, let $M_{ab,cd}$ be the repulsion element, plus $h_{ac}\delta_{bd}+\delta_{ac}h_{bd}$ when $l=l'$. The symmetric pair states are $(|ab\rangle+|ba\rangle)/\sqrt{2(1+\delta_{ab})}$. Because $M_{ab,cd}=M_{ba,dc}$, the four terms between two such states combine in pairs:

$$H_{(ab),(cd)}=\frac{M_{ab,cd}+M_{ab,dc}}{\sqrt{(1+\delta_{ab})(1+\delta_{cd})}}.$$

The lowest eigenvalue of the block with $l\le L$ is the full-CI energy of the set. For cc-pVQZ it is $-2.90241088$ hartree, and a general full CI in three-dimensional orbitals, which does not use the angular reduction, gives the same digits. A small set reaching $l=4$ was tested in the same way.

## (c) Saturate the sets and determine the s, p and d limits to five decimals.

**Answer.** By the variational principle, each finite set gives an upper bound to the corresponding $E_L$. The ranges to be covered are held fixed while $\beta$ is lowered, which makes the sets denser; the highest exponent may exceed the stated end by up to a factor $\beta$. Energies are in hartree.

| $\beta$ | s | s+p | s+p+d |
|---|---|---|---|
| 3.0 | −2.8789581 | −2.9004090 | −2.9026354 |
| 2.5 | −2.8790213 | −2.9005009 | −2.9027433 |
| 2.1 | −2.8790276 | −2.9005131 | −2.9027613 |
| 1.8 | −2.8790285 | −2.9005155 | −2.9027654 |

Sets with different $\beta$ are not nested, so the steady fall is an observation and not a consequence of the variational principle. The last step lowers the three energies by 0.9, 2.4 and 4.1 microhartree; the step before lowered them by 6.3, 12.2 and 18.0. Each drop is thus less than a quarter of its predecessor. If further steps of similar size keep at least this rate, the drops still to come sum to less than $\frac14+\frac1{16}+\dots=\frac13$ of the last one, or about 0.3, 0.8 and 1.4 microhartree. These figures give the size of the remainder and are not bounds: the converged limits lie 0.27, 0.75 and 1.45 microhartree below the last row.

Lowering $\beta$ tests how densely the exponents must be spaced. Whether the range is wide enough is tested separately. At $\beta=2.1$, two more functions at each end of every range give nested sets, and the energies fall by less than 0.05 microhartree.

The computed values round to

$$E_0=-2.87903,\qquad E_1=-2.90052,\qquad E_2=-2.90277\ \text{hartree}.$$

The rounding would change only if the true limits lay lower than the last row by more than 6.5, 9.5 and 9.6 microhartree respectively. The estimated remainders are much smaller. This is numerical evidence and not a proof, since a variational calculation gives no lower bound. The d limit corresponds to $-78.988$ eV.

The s limit already contains radial correlation, in which one electron is farther out when the other is close in. The p functions add the first dependence on $\theta_{12}$ and lower the energy by 21.5 millihartree; the d functions add 2.25 millihartree.

## (d) Compare with cc-pVXZ, and separate radial from angular error.

**Answer.** In these sets the highest angular momentum is $L=X-1$, with $X=2,3,4,5$ for D, T, Q and 5. Keeping only the functions up to a given $l$ gives, in hartree:

| set | s | s+p | s+p+d | full |
|---|---|---|---|---|
| DZ | −2.870157 | −2.887595 | none | −2.887595 |
| TZ | −2.877749 | −2.898601 | −2.900232 | −2.900232 |
| QZ | −2.878618 | −2.899973 | −2.902054 | −2.902411 |
| 5Z | −2.878914 | −2.900359 | −2.902555 | −2.903152 |

Every entry lies above the limit for the highest $l$ it includes, as it must. The cc-pVTZ energy, with a d function present, even lies above the p limit. Likewise cc-pVQZ, with an f function, lies above the d limit.

Let $E_X$ be the full energy of a set and $E$ the exact energy of the model. Then

$$E_X-E=(E_X-E_L)+(E_L-E).$$

The first bracket is the radial deficit and the second is the angular truncation. The larger sets also need the f and g limits, for which the same procedure at $\beta=1.8$ gives $-2.90332$ and $-2.90352$ hartree. For $E$ take a 34-term Hylleraas expansion, which contains $r_{12}$ explicitly and gives $-2.903716$ hartree. This too is an upper bound. It lies 0.015 millihartree below the 22-term value and 0.008 millihartree above the exact energy, $-2.903724$ hartree. The d, f and g values at $\beta=1.8$ are themselves 0.0015, 0.002 and 0.003 millihartree too high. The second decimal of both columns below is therefore uncertain by one unit; with converged inputs the angular column reads 3.21, 0.96, 0.40 and 0.21, and the last radial entry 0.37.

For cc-pVTZ the radial deficit is $-2.900232+2.902765=0.002533$ hartree and the angular truncation is $-2.902765+2.903716=0.000951$ hartree. In millihartree:

| set | radial | angular |
|---|---|---|
| DZ | 12.92 | 3.20 |
| TZ | 2.53 | 0.95 |
| QZ | 0.91 | 0.40 |
| 5Z | 0.36 | 0.20 |

In all four sets the radial deficit is the larger part, though its ratio to the angular part falls from 4.0 to 1.8. About half of the cc-pVTZ deficit is present in the s space alone, where the energy lies 1.28 millihartree above the s limit. The distance between a cc-pVXZ energy and the limit of the same highest $l$ therefore measures missing radial functions; it says nothing about the missing higher $l$.

## (e) Find the leading large-$l$ form of $E_l-E_{l-1}$.

**Answer.** Write the part of $\Psi$ with angular momentum $l$ as $f(r_1,r_2)P_l(\cos\theta_{12})$, and let $\lambda=l+\frac12$, $u=r_1-r_2$ and $r=(r_1+r_2)/2$. High partial waves describe short distances, so $|u|$ is of order $r/\lambda$. Three simplifications hold to leading order in $1/\lambda$.

1. The radial kinetic operator is $-\frac12(\partial_1^2+\partial_2^2)-\partial_1/r_1-\partial_2/r_2$. Its second derivatives equal $-\partial_u^2-\frac14\partial_r^2$, and its first derivatives combine to $(u/r_1r_2)\partial_u-\frac12(1/r_1+1/r_2)\partial_r$. Since $\partial_u$ is of order $\lambda/r$, $u$ of order $r/\lambda$ and $\partial_r$ of order $1/r$, the term $-\partial_u^2$ is of order $\lambda^2/r^2$ and all the others are only of order $1/r^2$. Only $-\partial_u^2$ is kept.
2. The centrifugal terms add up to $l(l+1)/r^2\approx\lambda^2/r^2$. This dominates the nuclear attraction, the total energy and the repulsion within the wave $l$.
3. Near coalescence $\Psi/r_{12}\approx\phi(r)/r_{12}$, where $\phi(r)=\Psi(r_1=r_2=r,\,r_{12}=0)$. The coefficient of $P_l$ in $1/r_{12}$ is $(r_</r_>)^{\lambda}/\sqrt{r_<r_>}\approx e^{-\lambda|u|/r}/r$.

With $\kappa=\lambda/r$ the Schrödinger equation for this wave becomes

$$(-\partial_u^2+\kappa^2)f=-\frac{\phi}{r}e^{-\kappa|u|}.$$

Try $f=-(a+b|u|)e^{-\kappa|u|}$. For $u\neq0$ the left side is $-2\kappa b\,e^{-\kappa|u|}$, so $b=\phi/(2\kappa r)=\phi/(2\lambda)$. The right side has no delta function at $u=0$, so $f'$ must be continuous there. As $f$ is even, $f'(0)=0$, which gives $a=b/\kappa$.

Adding the wave $l$ lowers the energy, to second order, by the overlap of the source with $f$. The angular norm is $16\pi^2/(2l+1)=8\pi^2/\lambda$, the volume factor is $r_1^2r_2^2\approx r^4$, and $dr_1dr_2=dr\,du$:

$$E_l-E_{l-1}\approx-\frac{8\pi^2}{\lambda}\int_0^\infty\!dr\,r^4\,\frac{\phi}{r}\int_{-\infty}^{\infty}\!du\left(\frac b\kappa+b|u|\right)e^{-2\kappa|u|}.$$

The inner integral is $b/\kappa^2+b/(2\kappa^2)=3b/(2\kappa^2)=3\phi r^2/(4\lambda^3)$. Therefore

$$E_l-E_{l-1}\approx-\frac{A}{(l+\frac12)^4},\qquad A=6\pi^2\int_0^\infty r^5\phi(r)^2dr.$$

The tail is governed by $\phi^2$, the probability density for finding both electrons at one point. Relative to the volume element $4\pi r^2dr$ it carries an extra weight $r^3$, which favours points farther from the nucleus. In a triplet state $\phi=0$, so this term vanishes and the increments fall faster.

The Hylleraas function gives $A=0.074$ hartree. The increments at $\beta=1.8$, multiplied by $(l+\frac12)^4$, are 0.1088, 0.0879, 0.0831 and 0.0806 hartree for $l=1$ to 4, so the leading law is not yet accurate at these $l$. The last two are not fully saturated; with converged radial spaces they are 0.0832 and 0.0810. If the first correction is linear in $1/\lambda$, the last two values give

$$A\approx\frac{4.5(0.08064)-3.5(0.08305)}{4.5-3.5}=0.072\ \text{hartree},$$

about 3% below the Hylleraas value. An error of one microhartree in the $l=4$ increment would shift this estimate by $4.5\times4.5^4\times10^{-6}=0.0018$ hartree, so the estimate is sensitive to radial saturation. The $l=3$ and $l=4$ increments at $\beta=1.8$ are each about 0.8 microhartree too small; the converged values 0.08317 and 0.08099 give 0.0734 hartree, about 1% below the Hylleraas value.

## (f) Extrapolate from the d limit to all $l$, and judge the result.

**Answer.** Assume that the law of part (e) holds beyond $L$, with its constant taken from the last increment:

$$E\approx E_L-C_L\sum_{l>L}\frac1{(l+\frac12)^4},\qquad C_L=(E_{L-1}-E_L)(L+\tfrac12)^4.$$

For $L=2$, $C_2=0.0022499\times39.0625=0.08789$ hartree. Since $\sum_{l\ge0}(2l+1)^{-4}=\pi^4/96$, the sum over all $l\ge0$ is $16\pi^4/96=\pi^4/6=16.23485$. Subtracting the terms $l=0,1,2$, which are 16, 0.19753 and 0.02560, leaves 0.01172. The correction is $-0.00103$ hartree, and

$$E\approx-2.902765-0.001030=-2.903795\ \text{hartree}.$$

This lies 0.08 millihartree below the Hylleraas value, whereas the d limit lies 0.95 above it. The overshoot has the expected sign: the scaled increments still fall with $l$, so a constant taken at $l=2$ is too large for the higher waves. Starting from the f limit gives $-2.903739$ hartree, 0.02 millihartree below the reference. From the g limit the difference is 0.01 millihartree, which is no larger than the last change of the reference itself and so cannot be read as the error of the extrapolation. With converged limits and the exact energy $-2.903724$ hartree, the overshoots from the d, f and g limits are 0.073, 0.017 and 0.006 millihartree.

Extrapolated energies are not upper bounds. The procedure also needs saturated radial spaces: it supplies missing angular momenta, and it cannot remove the radial deficit found in part (d). The numerical output below lists the values used.

## Values computed for the example and the checks

```
cc-pVQZ: radial CI -2.90241088, general full CI -2.90241088 hartree
3s2p1d1f1g: radial CI -2.87301024, general full CI -2.87301024 hartree
Exponent ranges (bohr^-2), l=0..4: 0.04-400000, 0.05-5000, 0.07-2000, 0.1-1000, 0.15-800
beta 3.0: n(l=0..4) 16/12/11/10/9; E_s, E_p, E_d = -2.8789581, -2.9004090, -2.9026354 hartree
beta 2.5: n(l=0..4) 19/14/13/12/11; E_s, E_p, E_d = -2.8790213, -2.9005009, -2.9027433 hartree
beta 2.1: n(l=0..4) 23/17/15/14/13; E_s, E_p, E_d = -2.8790276, -2.9005131, -2.9027613 hartree
beta 1.8: n(l=0..4) 29/21/19/17/16; E_s, E_p, E_d = -2.8790285, -2.9005155, -2.9027654 hartree
Gain from 2 more functions at each end, beta 2.1 (s, p, d): 0.017, 0.031, 0.046 microhartree
s limit: -2.8790285 hartree
p limit: -2.9005155 hartree
d limit: -2.9027654 hartree
f limit: -2.9033188 hartree
g limit: -2.9035155 hartree
d limit: -78.9883 eV
Hylleraas, exponent 1.8 bohr^-1, 22 terms: -2.9037011 hartree
Hylleraas, 34 terms (reference): -2.9037162 hartree
cc-pVDZ cumulative s, sp, spd: -2.870157, -2.887595 hartree
cc-pVDZ full: -2.887595 hartree; errors: radial 12.921, angular 3.201 millihartree
cc-pVTZ cumulative s, sp, spd: -2.877749, -2.898601, -2.900232 hartree
cc-pVTZ full: -2.900232 hartree; errors: radial 2.533, angular 0.951 millihartree
cc-pVQZ cumulative s, sp, spd: -2.878618, -2.899973, -2.902054 hartree
cc-pVQZ full: -2.902411 hartree; errors: radial 0.908, angular 0.397 millihartree
cc-pV5Z cumulative s, sp, spd: -2.878914, -2.900359, -2.902555 hartree
cc-pV5Z full: -2.903152 hartree; errors: radial 0.364, angular 0.201 millihartree
Scaled increments (l+1/2)^4 |dE|, l=1..4: 0.10878, 0.08789, 0.08305, 0.08064 hartree
A from increments l=3,4, linear in 1/(l+1/2): 0.07222 hartree
A from Hylleraas coalescence amplitude: 0.07429 hartree
Extrapolated from L=2: -2.903795 hartree; error before 0.951, after -0.079 millihartree
Extrapolated from L=3: -2.903739 hartree; error before 0.397, after -0.022 millihartree
Extrapolated from L=4: -2.903726 hartree; error before 0.201, after -0.010 millihartree
```
